# The radial equation on a logarithmic grid, prepared for Numerov integration, part 1

(Sections cited here and not found follow in the second part.)

## 1. From the radial equation to one without a first derivative

### The decision: where to put the points, and what to integrate

An atomic program must choose its radial points before it computes anything. Near a nucleus of charge \(Z\) the orbitals vary over a distance of order \(1/Z\) bohr, while their tails reach many angstrom. Take 400 intervals between almost zero and 20 angstrom. Spaced uniformly, they are 0.05 angstrom wide, and only two points, the first one included, fall below 0.1 angstrom. Spaced uniformly in the logarithm of \(r\), starting from 0.00001 angstrom, they put 254 points below 0.1 angstrom, and the last spacing is about 0.7 angstrom. The second choice spends its points where the potential is steep.

This choice has a price. The Numerov method, which gives high accuracy from a three-point formula, needs an equation of the form \(y''=g\,y\), with no first derivative. The radial equation has this form in \(r\), but loses it when the variable becomes \(\ln r\). The practical question is therefore which function should be stored on the logarithmic grid, so that Numerov's formula can be used there.

### Conventions

The algebra is in atomic units: lengths in bohr, energies in hartree, and \(\hbar=m_e=e=1\). One electron moves in a central potential \(V(r)\), with a fixed nucleus and without relativity. Its orbital is \(R(r)\) times a spherical harmonic of angular momentum \(l\), and the radial Schrödinger equation is

\[
-\frac12\left[\frac{d^2R}{dr^2}+\frac2r\frac{dR}{dr}-\frac{l(l+1)}{r^2}R\right]+VR=ER .
\]

Put \(u=rR\). Then \(du/dr=R+r\,dR/dr\), and a second differentiation gives

\[
\frac{d^2u}{dr^2}=2\frac{dR}{dr}+r\frac{d^2R}{dr^2}
=r\left[\frac{d^2R}{dr^2}+\frac2r\frac{dR}{dr}\right].
\]

Multiplying the Schrödinger equation by \(-2r\) and moving terms to the right gives

\[
\frac{d^2u}{dr^2}=\left[\frac{l(l+1)}{r^2}+2(V-E)\right]u . \tag{1}
\]

A bound state is normalized by \(\int_0^\infty u^2\,dr=1\). The new variable is defined by \(r=e^x\), where \(r\) is the number of bohr, since a logarithm needs a pure number. The nucleus lies at \(x\to-\infty\). From here on a prime means \(d/dx\); derivatives with respect to \(r\) are written out.

### The simplest case: no potential and zero energy

For \(V=E=0\) and \(l=0\), equation (1) says \(d^2u/dr^2=0\). Its solutions are \(u=r\) and \(u=1\), which in the new variable are \(e^{x}\) and \(e^{0}\). A linear equation with constant coefficients and solutions \(e^{k_1x}\), \(e^{k_2x}\) is

\[
u''-(k_1+k_2)u'+k_1k_2u=0 .
\]

With \(k_1=1\) and \(k_2=0\) this is \(u''-u'=0\). The first derivative is there because the two exponents do not add up to zero.

The cure can be read off. Dividing both solutions by \(e^{x/2}\) lowers each exponent by one half and leaves \(e^{x/2}\) and \(e^{-x/2}\). These obey \(\phi''=\tfrac14\phi\), without a first derivative. Division by \(e^{x/2}\) is division by \(r^{1/2}\).

Now let \(l\) be general, still with \(V=E=0\). Trying \(u=r^p\) in (1) gives \(p(p-1)=l(l+1)\), so \(p=l+1\) or \(p=-l\). The sum of the exponents is again 1, whatever \(l\) is. The same division by \(r^{1/2}\) turns them into \(l+\tfrac12\) and \(-(l+\tfrac12)\), so that

\[
\phi''=(l+\tfrac12)^2\phi .
\]

The square \((l+\tfrac12)^2\) thus arises from centring two exponents about zero.

### The general potential

By the chain rule, \(dx/dr=1/r=e^{-x}\), hence \(d/dr=e^{-x}d/dx\). Applying it twice, and remembering that the second derivative also acts on the factor \(e^{-x}\), gives

\[
\frac{d^2u}{dr^2}=e^{-x}\frac{d}{dx}\left(e^{-x}u'\right)
=e^{-2x}(u''-u') .
\]

The unwanted \(-u'\) comes from the change of the spacing along the grid. To remove it, leave the power open and write \(u=r^s\phi=e^{sx}\phi\). Then

\[
u'=e^{sx}(\phi'+s\phi),\qquad
u''=e^{sx}(\phi''+2s\phi'+s^2\phi).
\]

Subtracting the first from the second,

\[
u''-u'=e^{sx}\left[\phi''+(2s-1)\phi'+s(s-1)\phi\right]. \tag{2}
\]

The coefficient of \(\phi'\) vanishes for \(s=\tfrac12\) and for no other power. With this value \(s(s-1)=-\tfrac14\), and the left side of (1) is

\[
\frac{d^2u}{dr^2}=e^{-3x/2}\left(\phi''-\tfrac14\phi\right).
\]

The right side of (1) is its bracket times \(e^{x/2}\phi\). Multiply both sides by \(e^{3x/2}\). The factors on the right combine to \(e^{2x}=r^2\), so

\[
\phi''-\tfrac14\phi=\left[l(l+1)+2r^2(V-E)\right]\phi .
\]

Since \(l(l+1)+\tfrac14=l^2+l+\tfrac14=(l+\tfrac12)^2\), the result is

\[
\boxed{\;\phi''=g\,\phi,\qquad
g(x)=(l+\tfrac12)^2+2r^2(V-E),\qquad r=e^x\;} \tag{3}
\]

No term was dropped. The same square appears in semiclassical treatments as a replacement for \(l(l+1)\); here it follows from a change of variables. Equation (3) holds at every \(r>0\) where (1) holds.

### Why a square root

There is a second way to see the factor \(r^{1/2}\), which does not assume a power. Let \(u_1,u_2\) be two solutions of (1) at the same energy. Their Wronskian \(u_1\,du_2/dr-u_2\,du_1/dr\) is constant, because its derivative is \(u_1Qu_2-u_2Qu_1=0\), with \(Q\) the bracket in (1). Put \(u=f(x)\phi\). The terms with \(f'\) cancel, and

\[
u_1\frac{du_2}{dr}-u_2\frac{du_1}{dr}
=\frac{f^2}{r}\left(\phi_1\phi_2'-\phi_2\phi_1'\right).
\]

If \(\phi\) obeys an equation without a first derivative, the bracket on the right is constant too, by the same argument. Hence \(f^2/r\) must be constant, and \(f\) is \(r^{1/2}\) up to a numerical factor.

### Check by hand: a bare nucleus

For \(V=-Z/r\) the lowest state has \(l=0\), \(E=-Z^2/2\) and \(u\propto re^{-Zr}\), so \(\phi\propto r^{1/2}e^{-Zr}\). Because \(d/dx=r\,d/dr\),

\[
\phi'=(\tfrac12-Zr)\phi,\qquad
\phi''=\left[(\tfrac12-Zr)^2-Zr\right]\phi
=\left[\tfrac14-2Zr+Z^2r^2\right]\phi .
\]

Equation (3) predicts \(g=\tfrac14+2r^2(-Z/r+Z^2/2)\), which is the same expression.

It depends on \(Z\) and \(r\) through the product \(Zr\) alone. This holds for all bare Coulomb states, since their energies scale as \(Z^2\). Going from charge 1 to charge \(Z\) shifts \(\phi\) along the \(x\) axis by \(-\ln Z\), toward the nucleus, without changing its width there; the normalized function is also multiplied by \(Z\). A step \(h\) that resolves the state for one nuclear charge therefore resolves it for another, provided the grid is shifted with it, both of its ends being scaled as \(1/Z\). An outer end left in place can break the limit on the step derived in section 2. On a uniform grid in \(r\) the spacing would have to shrink as \(1/Z\).

### Check by hand: a free particle

For \(V=0\), \(E=k^2/2\) and \(l=0\), the regular solution is \(u=\sin kr\), so \(\phi=r^{-1/2}\sin kr\). Then

\[
\phi'=-\tfrac12\phi+kr^{1/2}\cos kr .
\]

Differentiating once more with \(r\,d/dr\),

\[
\phi''=-\tfrac12\phi'+\tfrac12kr^{1/2}\cos kr-k^2r^{3/2}\sin kr .
\]

Inserting \(\phi'\) cancels the cosine terms and leaves \(\phi''=(\tfrac14-k^2r^2)\phi\), as (3) requires.

This limit also shows where the grid becomes unsuitable. The wavelength in \(r\) is constant, \(2\pi/k\), but the spacing in \(r\) is about \(hr\). The phase advance per step, \(khr\), grows without limit. A scattering state followed to large distance needs a different outer grid. For a bound state the growing spacing instead limits how far out the grid may reach at a given \(h\), as section 2 shows.

### What the turning points of \(g\) mean

Where \(g>0\), \(\phi\) curves away from the axis; where \(g<0\), it curves towards it and can oscillate. For the bare 1s state the zeros of \(g\) solve \((Zr)^2-2Zr+\tfrac14=0\), so \(Zr=1\pm\tfrac12\sqrt3\), or about 0.13 and 1.87. In equation (1) the same state has one turning point, at \(Zr=2\), where \(V=E\). The inner turning point of \(\phi\) is no barrier felt by an \(s\) electron. It belongs to the stretched coordinate, in which a function that is linear at the nucleus looks like a growing exponential.

A bound \(\phi\) needs a region of negative \(g\). Multiply (3) by \(\phi\), integrate over all \(x\), and integrate the left side by parts. The boundary terms vanish because \(\phi\) decays at both ends, so

\[
-\int(\phi')^2dx=\int g\,\phi^2dx .
\]

The left side is negative, and so \(g\) must be negative somewhere. If \(E<0\) and \(V\to0\) at large \(r\), then \(g\simeq2|E|r^2>0\) there, so an outermost turning point exists. It will be used to join two numerical solutions.

### Normalization and mean values

The change of function also changes the weight in integrals. With \(u^2=r\phi^2\) and \(dr=r\,dx\),

\[
\int_0^\infty u^2dr=\int_{-\infty}^{\infty}r^2\phi^2dx=1,
\qquad
\langle r\rangle=\int_{-\infty}^{\infty}r^3\phi^2dx . \tag{4}
\]

One factor of \(r\) comes from the function and one from the volume element. On the grid the integrals become sums times \(h\). Since \(u\) has the dimension of an inverse square root of a length, \(\phi\) is an inverse length.

### The limit near the nucleus

If \(r^2V\) vanishes as \(r\to0\) at least as fast as a positive power of \(r\), as it does for a Coulomb potential, then \(g\to(l+\tfrac12)^2\), and the solutions approach multiples of \(e^{(l+1/2)x}\) and \(e^{-(l+1/2)x}\), as in the simplest case. The first is the physical one. For \(l\ge1\) the second gives \(u\propto r^{-l}\), which cannot be normalized. For \(l=0\) it gives a constant \(u\), which can be normalized near zero, but then \(R\propto1/r\). The Laplacian of \(1/r\) contains a delta function at the origin, which nothing in the Schrödinger equation balances, so this solution is rejected as well.

A grid starts at a finite \(r\), so one more term is useful. Suppose that \(V=-Z/r\) plus terms that stay finite, and try \(u=r^{l+1}(1+ar+\dots)\) in (1). The terms in \(r^{l-1}\) cancel. Those in \(r^l\) are

\[
a\left[(l+2)(l+1)-l(l+1)\right]=-2Z .
\]

The bracket equals \(2(l+1)\), so \(a=-Z/(l+1)\) and

\[
\phi\simeq r^{l+1/2}\left(1-\frac{Zr}{l+1}\right). \tag{5}
\]

For \(l=0\) this is the start of \(r^{1/2}e^{-Zr}\), as it should be. The energy enters first at the next order in \(r\), so the two starting values can be set before \(E\) is known. A nucleus of finite size has a finite \(V(0)\), and then \(a=0\) inside it. A potential that behaves as \(1/r^2\) changes the exponents, and (5) must be replaced.

## 2. Numerov integration, its error, and a screened atom

### What is carried over

With \(r=e^x\) in bohr and \(u=rR=r^{1/2}\phi\), the radial equation is \(\phi''=g\phi\), where \(g=(l+\tfrac12)^2+2r^2(V-E)\) and a prime means \(d/dx\). The normalization is \(\int r^2\phi^2dx=1\). Near a point nucleus of charge \(Z\), \(\phi\simeq r^{l+1/2}[1-Zr/(l+1)]\). A bound \(\phi\) decays at both ends. The grid has a uniform step \(h\) in \(x\), so the spacing in \(r\) is about \(hr\).

### The three-point formula

Write \(\phi_\pm=\phi(x\pm h)\). In the sum of the two Taylor series the odd powers of \(h\) cancel:

\[
\phi_+-2\phi+\phi_-=h^2\phi''+\frac{h^4}{12}\phi^{(4)}+\frac{h^6}{360}\phi^{(6)}+\dots \tag{6}
\]

The denominators are \(4!/2=12\) and \(6!/2=360\). Keeping the first term alone would leave an error of order \(h^4\) in each step. Numerov's idea is to obtain \(\phi^{(4)}\) from the differential equation. Let \(F=g\phi\), so that \(F=\phi''\). Equation (6) applied to \(F\) reads

\[
F_+-2F+F_-=h^2\phi^{(4)}+\frac{h^4}{12}\phi^{(6)}+\dots
\]

Solve this for \(h^2\phi^{(4)}\), multiply by \(h^2/12\), and insert it in (6):

\[
\phi_+-2\phi+\phi_-=\frac{h^2}{12}(F_++10F+F_-)
+h^6\left(\frac1{360}-\frac1{144}\right)\phi^{(6)}+\dots
\]

The 10 is \(12-2\). The last bracket is \((2-5)/720=-1/240\). Dropping this remainder and setting \(t=h^2g/12\), so that \(h^2F/12=t\phi\), gives

\[
(1-t_+)\phi_+=(2+10t)\phi-(1-t_-)\phi_- . \tag{7}
\]

Two neighbouring values determine the next. The step relied on \(F\) being known from \(\phi\) at each point. If the equation contained \(\phi'\), then \(F_+\) would involve \(\phi'_+\), which is not stored, and (7) could not be written. This is what the factor \(r^{1/2}\) buys.

A smooth \(g\) was assumed. If \(V\) has a jump, the Taylor series fails across it, and the order of the error is not guaranteed there.

Storing \(\phi=r^{-1/2}u\) on the logarithmic grid removes the first derivative from the radial equation, so Numerov's formula (7) can step the solution from two neighbouring values to the next. It remains to find the bound-state energies with this formula, to establish the limits on the step and the size of the energy error, and to test the method on a bare and a screened nucleus.
